# Counting Molecular-Dynamics Steps in a Melt Quench, with the Thermostat Correction: a numerical check

```python
# Result under test: a linear quench from T_hot to T_cold at cooling rate q
# with time step dt needs N = (T_hot - T_cold)/(q*dt) molecular-dynamics steps.
# For 3000 K -> 300 K, q = 200 K/ps, dt = 1 fs this is 13500 steps.
# Also tested: time-step error of velocity Verlet, thermostat lag q/gamma,
# temperature fluctuations of a finite cell, freezing-in of the structure
# (fictive temperature), and the quantum energy of the fastest vibration.
# Example cell: 112 atoms of amorphous InGaZnO4; model parameters are rough.
import math
from fractions import Fraction
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import exp1

T_hot, T_cold = 3000, 300          # K
rate = 200                         # K/ps
dt_fs = 1                          # fs
dt = dt_fs / 1000                  # ps


def steps_formula(cooling_rate):
    """Steps from the ramp formula, rounded up; rate in K/ps."""
    return math.ceil(Fraction((T_hot - T_cold) * 1000, cooling_rate * dt_fs))


def steps_countdown(cooling_rate):
    """Lower the set temperature step by step until T_cold is reached."""
    temperature, count = Fraction(T_hot), 0
    drop = Fraction(cooling_rate * dt_fs, 1000)
    while temperature > T_cold:
        temperature -= drop
        count += 1
    return count


# --- Step count, for even and uneven division
n_steps = steps_formula(rate)
for trial_rate in (rate, 170, 333):
    assert steps_countdown(trial_rate) == steps_formula(trial_rate)
assert n_steps == 13500
ramp_time = (T_hot - T_cold) / rate

# --- Staircase schedule: explicit list of set temperatures
stair_drop = 100                                        # K
dwell_steps = stair_drop * 1000 // (rate * dt_fs)
plateaus = list(range(T_hot, T_cold - 1, -stair_drop))
schedule = [T for T in plateaus for _ in range(dwell_steps)]
stair_steps = len(schedule)
assert stair_steps - dwell_steps == n_steps

# --- Time step against the fastest vibration
freq_THz = 20.0                                         # rough value
omega = 2 * math.pi * freq_THz                          # rad/ps
phase_step = omega * dt
dt_limit_fs = 2 / omega * 1000
freq_error = phase_step**2 / 24


def verlet_positions(a, number):
    """Velocity Verlet for a unit oscillator with phase step a."""
    x, v, path = 1.0, 0.0, [1.0]
    for _ in range(number):
        v -= 0.5 * a * x
        x += a * v
        v -= 0.5 * a * x
        path.append(x)
    return np.array(path)


path = verlet_positions(phase_step, 20000)
idx = np.where(path[:-1] * path[1:] < 0)[0]
crossings = idx + path[idx] / (path[idx] - path[idx + 1])
half_period = (crossings[-1] - crossings[0]) / (len(crossings) - 1)
measured_error = math.pi / (half_period * phase_step) - 1
assert abs(measured_error / freq_error - 1) < 0.02
assert np.max(np.abs(verlet_positions(0.99 * omega * dt_limit_fs / 1000, 200))) < 2
assert np.max(np.abs(verlet_positions(1.01 * omega * dt_limit_fs / 1000, 200))) > 1e6

# --- Thermostat lag: exact covariance of a Langevin oscillator, step by step
gamma = 10.0                                            # 1/ps
lag_formula = rate / gamma
kick = np.array([[1.0, 0.0], [-phase_step / 2, 1.0]])
drift = np.array([[1.0, phase_step], [0.0, 1.0]])
verlet = kick @ drift @ kick
damp = math.exp(-gamma * dt / 2)
friction = np.diag([1.0, damp])
move = friction @ verlet @ friction
# first noise passes through the remaining moves, second is added at the end
noise_dir = np.diag([0.0, 1 - damp**2])
noise = friction @ verlet @ noise_dir @ verlet.T @ friction.T + noise_dir
cov = np.diag([T_hot / (1 - phase_step**2 / 4), float(T_hot)])
for step in range(1, n_steps + 1):
    set_T = T_hot - rate * dt * step
    cov = move @ cov @ move.T + set_T * noise
lag_measured = cov[1, 1] - T_cold
assert abs(lag_measured - lag_formula) < 0.3            # set T moves 0.2 K a step
settle_ps = 0.5
for _ in range(round(settle_ps / dt)):
    cov = move @ cov @ move.T + T_cold * noise
lag_after = cov[1, 1] - T_cold
assert abs(lag_after - lag_formula * math.exp(-gamma * settle_ps)) < 0.02

# --- Fluctuation of the kinetic temperature in the finite cell
masses = np.repeat([114.818, 69.723, 65.38, 15.999], [16, 16, 16, 64])
n_atoms = len(masses)
spread = math.sqrt(2 / (3 * n_atoms - 3))
rng = np.random.default_rng(7)
samples = []
for _ in range(20000):
    vel = rng.standard_normal((n_atoms, 3)) / np.sqrt(masses)[:, None]
    vel -= masses @ vel / masses.sum()
    samples.append(np.sum(masses[:, None] * vel**2) / (3 * n_atoms - 3))
assert abs(np.mean(samples) - 1) < 0.005
assert abs(np.std(samples) / spread - 1) < 0.03         # sampling error 0.5 %

# --- Freezing-in: structural temperature with Arrhenius relaxation time
barrier_eV, tau0 = 0.5, 0.05                            # eV, ps (model choices)
barrier_K = barrier_eV * const.e / const.k


def tau(T):
    return tau0 * math.exp(barrier_K / T)


def fictive_stepped(cooling_rate):
    T = F = float(T_hot)
    for _ in range(steps_formula(cooling_rate)):
        F -= dt * (F - T) / tau(T)
        T -= cooling_rate * dt
    return F


def fictive_integral(cooling_rate):
    def primitive(T):
        x = barrier_K / T
        return T * math.exp(-x) - barrier_K * exp1(x)

    def survival(T):
        S = (primitive(T) - primitive(T_cold)) / (cooling_rate * tau0)
        return math.exp(-S)
    return T_cold + quad(survival, T_cold, T_hot, limit=200)[0]


slow_rate = 20                                          # K/ps
fictive_fast = fictive_integral(rate)
fictive_slow = fictive_integral(slow_rate)
assert abs(fictive_stepped(rate) - fictive_fast) < 2    # first-order stepping
assert abs(fictive_stepped(slow_rate) - fictive_slow) < 2
assert fictive_slow < fictive_fast

# --- Quantum energy of the fastest mode at the final temperature
theta = const.h * freq_THz * 1e12 / const.k
quantum_T = theta / 2 / math.tanh(theta / (2 * T_cold))
levels = (np.arange(200) + 0.5) * theta
weights = np.exp(-(levels - levels[0]) / T_cold)
assert abs(np.sum(levels * weights) / np.sum(weights) - quantum_T) < 1e-6

# --- Whole protocol and computing cost
melt_hold, final_hold = 10.0, 5.0                       # ps
hold_steps = round((melt_hold + final_hold) / dt)
seconds_per_step = 30.0
lab_rate = 1e6                                          # K/s, rough
lab_time = (T_hot - T_cold) / lab_rate                  # s
lab_steps = lab_time / (dt_fs * 1e-15)
lab_years = lab_steps * seconds_per_step / const.year

print(f"Start and end temperature: {T_hot} K, {T_cold} K")
print(f"Cooling rate: {rate} K/ps = {rate * 1e12:.1e} K/s")
print(f"Time step: {dt_fs} fs")
print(f"Temperature span: {T_hot - T_cold} K")
print(f"Set-temperature drop per step: {rate * dt:.3f} K")
print(f"Ramp time: {ramp_time:.2f} ps")
print(f"Ramp steps: {n_steps}")
print(f"Steps at 170 K/ps (rounded up): {steps_formula(170)}")
print(f"Staircase: {len(plateaus)} plateaus of {dwell_steps} steps")
print(f"Staircase steps, both ends held: {stair_steps}")
print(f"Melt hold, final hold: {melt_hold:.0f} ps, {final_hold:.0f} ps")
print(f"Steps in the two holds: {hold_steps}")
print(f"Steps in whole protocol: {n_steps + hold_steps}")
print(f"Computer time per step (chosen): {seconds_per_step:.0f} s")
print(f"Computer time, ramp: {n_steps*seconds_per_step/86400:.2f} days")
print(f"Computer time, whole protocol: "
      f"{(n_steps + hold_steps)*seconds_per_step/86400:.2f} days")
print(f"Fastest vibration (rough): {freq_THz:.0f} THz")
print(f"Its period: {1000 / freq_THz:.1f} fs")
print(f"Phase per step omega*dt: {phase_step:.4f} rad")
print(f"Verlet stability limit: {dt_limit_fs:.1f} fs")
print(f"Frequency error, formula: {100 * freq_error:.4f} %")
print(f"Frequency error, integrated: {100 * measured_error:.4f} %")
print(f"Thermostat friction: {gamma:.0f} per ps")
print(f"Thermostat lag, formula: {lag_formula:.1f} K")
print(f"Thermostat lag, propagated: {lag_measured:.2f} K")
print(f"Lag after {settle_ps} ps hold: {lag_after:.2f} K")
print(f"Atoms in cell: {n_atoms}")
print(f"Relative temperature spread, formula: {100 * spread:.2f} %")
print(f"Relative temperature spread, sampled: {100*np.std(samples):.2f} %")
print(f"Spread at 3000 K: {spread * T_hot:.0f} K")
print(f"Spread at 300 K: {spread * T_cold:.1f} K")
print(f"Relaxation barrier (chosen): {barrier_eV} eV")
print(f"Relaxation prefactor (chosen): {tau0} ps")
print(f"Relaxation time at 3000 K: {tau(T_hot):.3f} ps")
print(f"Relaxation time at 300 K: {tau(T_cold) * 1e-6:.1f} microseconds")
print(f"Frozen-in temperature at {rate} K/ps: {fictive_fast:.0f} K")
print(f"Frozen-in temperature at {slow_rate} K/ps: {fictive_slow:.0f} K")
print(f"Ramp steps at {slow_rate} K/ps: {steps_formula(slow_rate)}")
print(f"h*nu/k of fastest vibration: {theta:.0f} K")
print(f"Its quantum mean energy / k at 300 K: {quantum_T:.0f} K")
print(f"Laboratory quench rate (rough): {lab_rate:.0e} K/s")
print(f"Laboratory ramp time: {lab_time * 1000:.1f} ms")
print(f"Steps at laboratory rate: {lab_steps:.1e}")
print(f"Computer time at laboratory rate: {lab_years:.1e} years")
print("all good")
```

Printed output:

```
Start and end temperature: 3000 K, 300 K
Cooling rate: 200 K/ps = 2.0e+14 K/s
Time step: 1 fs
Temperature span: 2700 K
Set-temperature drop per step: 0.200 K
Ramp time: 13.50 ps
Ramp steps: 13500
Steps at 170 K/ps (rounded up): 15883
Staircase: 28 plateaus of 500 steps
Staircase steps, both ends held: 14000
Melt hold, final hold: 10 ps, 5 ps
Steps in the two holds: 15000
Steps in whole protocol: 28500
Computer time per step (chosen): 30 s
Computer time, ramp: 4.69 days
Computer time, whole protocol: 9.90 days
Fastest vibration (rough): 20 THz
Its period: 50.0 fs
Phase per step omega*dt: 0.1257 rad
Verlet stability limit: 15.9 fs
Frequency error, formula: 0.0658 %
Frequency error, integrated: 0.0659 %
Thermostat friction: 10 per ps
Thermostat lag, formula: 20.0 K
Thermostat lag, propagated: 19.90 K
Lag after 0.5 ps hold: 0.13 K
Atoms in cell: 112
Relative temperature spread, formula: 7.75 %
Relative temperature spread, sampled: 7.76 %
Spread at 3000 K: 232 K
Spread at 300 K: 23.2 K
Relaxation barrier (chosen): 0.5 eV
Relaxation prefactor (chosen): 0.05 ps
Relaxation time at 3000 K: 0.346 ps
Relaxation time at 300 K: 12.5 microseconds
Frozen-in temperature at 200 K/ps: 1562 K
Frozen-in temperature at 20 K/ps: 1073 K
Ramp steps at 20 K/ps: 135000
h*nu/k of fastest vibration: 960 K
Its quantum mean energy / k at 300 K: 521 K
Laboratory quench rate (rough): 1e+06 K/s
Laboratory ramp time: 2.7 ms
Steps at laboratory rate: 2.7e+12
Computer time at laboratory rate: 2.6e+06 years
all good
```
